# The 1/M plane-wave basis error of electron-gas MP2 and CCD

## Definitions and conventions

Consider $N$ electrons, spin-unpolarized and with closed momentum shells, in a periodic cube of volume $\Omega$. The basis holds the $M$ plane waves inside a sphere of radius $k_c$. $M$ counts spatial orbitals, occupied ones included; each holds two spins. One wave vector occupies $(2\pi)^3/\Omega$ of momentum space, so apart from lattice scatter

$$M=\frac{\Omega}{(2\pi)^3}\frac{4\pi k_c^3}{3},\qquad k_c^3=\frac{6\pi^2M}{\Omega}. \tag{1}$$

The letters $i,j,k,l$ denote occupied orbitals and $a,b,c$ empty ones; the same letters stand for their wave vectors. In Gaussian units the Coulomb matrix element is

$$v(q)=\frac{4\pi e^2}{\Omega q^2},\qquad v(0)=0,$$

where the direct $q=0$ term is cancelled by the uniform background. Setting $v(0)=0$ also drops the Madelung term $2.837\,e^2/L$ ($L^3=\Omega$) that lowers the occupied levels of a periodic cell. The CCD energy and the leading $1/M$ coefficient of MP2 do not depend on this choice, but the MP2 energy does. For the fourteen-electron example below, keeping the term ($0.73\,E_h$) moves the MP2 limit from $-0.685$ to $-0.499\,E_h$ and lowers the MP2 column of the table by 0.5 to 3%. The levels are Hartree-Fock levels, $\varepsilon_k=\hbar^2k^2/2m-\sum_j v(k-j)$. I write $a_0=\hbar^2/me^2$ and $E_h=me^4/\hbar^2$.

An excitation takes $i\to a$ and $j\to b$. Momentum conservation fixes $b=i+j-a$, so the opposite-spin amplitude is written $t_{ij}(a)$. In MP2,

$$t_{ij}(a)=\frac{v(a-i)}{D},\qquad D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0 .$$

The sign of $D$ requires a gap between occupied and empty levels. With $v(0)=0$ the gap can close at low density (near $r_s=50\,a_0$ for $N=14$), where MP2 diverges; the MP2 results below hold while $D<0$. The basis error is $E_M-E_\infty$ at fixed $N$ and $\Omega$. It is positive when the finite basis misses negative correlation energy.

## Back-of-envelope argument

At large momentum transfer $q$ both excited electrons carry momentum close to $q$. Their kinetic energy is $2\times\hbar^2q^2/2m$, so $D\simeq-\hbar^2q^2/m$ and

$$t\simeq-\frac{4\pi e^2}{\Omega q^2}\,\frac{m}{\hbar^2q^2}=-\frac{4\pi}{\Omega a_0q^4}. \tag{2}$$

The energy contribution $v\,t$ falls as $q^{-6}$. The number of states grows as $q^2dq$, so the part beyond $k_c$ scales as $k_c^{-3}$, which is $1/M$.

The prefactor follows from the same estimate. Let $-\kappa$ be the missing energy of one opposite-spin pair:

$$\kappa=\left(\frac{4\pi e^2}{\Omega}\right)^2\frac{m}{\hbar^2}\,\frac{\Omega}{2\pi^2}\int_{k_c}^\infty\frac{p^2dp}{p^6}
=\frac{8me^4}{3\hbar^2\Omega k_c^3}=\frac{4E_h}{9\pi^2M}. \tag{3}$$

The last step uses $\Omega k_c^3=6\pi^2M$. There are $(N/2)^2$ pairs of one up and one down electron, so

$$E_M-E_\infty\simeq\frac{N^2}{4}\kappa=\frac{N^2}{9\pi^2}\frac{E_h}{M}. \tag{4}$$

The volume has cancelled: the leading MP2 error does not depend on density. Per electron it is $E_hN/(9\pi^2M)$, a function of $M/N$.

The tail has a simple meaning in real space. Since $\nabla^2r=2/r$ and $1/r$ has the transform $4\pi/q^2$, the transform of $r$ at $q\neq0$ is $-8\pi/q^4$. Equation (2) is therefore a kink $r/2a_0$ in the pair function at separation $r=0$. Smooth plane waves represent a kink slowly.

The estimate leaves three questions: what parallel spins do, how a cutoff on orbitals differs from a cutoff on $q$, and whether (2) survives in CCD.

## Controlled derivation for MP2

Introduce total and relative momenta,

$$P=i+j=a+b,\qquad r=\tfrac12(i-j),\qquad p=\tfrac12(a-b),$$

where $r$ is from here on a wave vector. Then $a=P/2+p$ and $i=P/2+r$, so the direct transfer is $a-i=p-r$ and the exchange transfer is $a-j=p+r$. Because $a^2+b^2=P^2/2+2p^2$ and $i^2+j^2=P^2/2+2r^2$, the kinetic part of $D$ is $-\hbar^2(p^2-r^2)/m$. The exchange parts of the levels stay bounded. Hence $D=-(\hbar^2p^2/m)[1+O(p^{-2})]$.

**Opposite spins.** The energy is $\sum_{ij}\sum_a v(p-r)^2/D$. Expanding $v(p-r)^2$ gives a term linear in $p\cdot r$, which cancels between $p$ and $-p$. The leading form $p^{-6}$ is thus corrected at relative order $p^{-2}$.

**Parallel spins.** For each spin the energy is $\frac14\sum_{ij}\sum_a[v(p-r)-v(p+r)]^2/D$, and the two spins together give a prefactor $\frac12$. At large $p$,

$$v(p-r)-v(p+r)=\frac{4\pi e^2}{\Omega}\,\frac{4\,p\cdot r}{|p-r|^2|p+r|^2}\simeq\frac{16\pi e^2\,p\cdot r}{\Omega p^4}.$$

The amplitude falls as $p^{-5}$, because the Pauli principle already keeps parallel spins apart. Averaging $(p\cdot r)^2$ over angles gives $p^2r^2/3$. The factor $p^{-4}$ of the opposite-spin $v^2$ is then replaced by $\frac12\cdot16\,r^2/(3p^6)=8r^2/(3p^6)$, and

$$\frac{\text{same-spin error}}{\text{opposite-spin error}}=\frac{(8r^2/3)\,k_c^{-5}/5}{k_c^{-3}/3}=\frac{8r^2}{5k_c^2}, \tag{5}$$

with $r^2$ averaged over pairs. The same-spin error falls as $M^{-5/3}$.

**Orbital cutoff.** A configuration is lost when either $a$ or $b$ leaves the sphere. The larger of $a^2$ and $b^2$ is $p^2+|P\cdot p|+P^2/4$, so the lost region begins at

$$p_{\min}\simeq k_c-\tfrac12|P\cdot\hat p|.$$

The radial integral is $p_{\min}^{-3}/3\simeq(k_c^{-3}/3)\,[1+3|P\cdot\hat p|/2k_c]$. The angular average of $|P\cdot\hat p|$ is $|P|/2$, so each pair has

$$\kappa_{ij}\simeq\kappa\left[1+\frac{3|P|}{4k_c}\right], \tag{6}$$

up to terms of relative order $k_c^{-2}$. These come from $P^2$, from $r^2$ and from the exchange parts of the levels, so they remain even for pairs with $P=0$.

Summing over pairs gives the MP2 result

$$E_M-E_\infty=\frac{N^2}{9\pi^2}\frac{E_h}{M}\left[1+\frac{3\langle|P|\rangle}{4k_c}+\dots\right]. \tag{7}$$

The correction is of relative order $M^{-1/3}$, so the pure $1/M$ law is approached slowly. Replacing lattice sums by integrals adds scatter from the discrete momentum shells, which the direct sums below include.

## Why the tail survives in CCD

For a closed shell of plane waves the CCD equations read

$$D\,t_{ij}(a)=v(a-i)+\sum_cv(a-c)t_{ij}(c)+\sum_kW_{ijk}t_{kl}(a)+(T_a+T_b-S_i-S_j)t_{ij}(a)+R_{ij}(a), \tag{8}$$

with $l=i+j-k$ occupied in the third term and

$$W_{ijk}=v(k-i)+\sum_cv(c-k)t_{ij}(c),$$
$$S_i=\sum_{l,c}[2v(c-i)-v(c-l)]\,t_{il}(c),\qquad E=\sum_iS_i,$$
$$T_a=-\sum_{k,l}[2v(a-k)-v(a-l)]\,t_{kl}(a).$$

The ring terms, with $c=a+k-i$, are built from

$$A_{ik}(a)=v(a-i)\Big[1+\sum_l\big(t_{il}(a)-\tfrac12t_{li}(a)\big)\Big]-\tfrac12\sum_lv(c-l)t_{il}(a),$$
$$B_{ik}(a)=v(i-k)-\tfrac12\sum_lv(c-l)t_{li}(a),$$
$$U_{ij}(a)=\sum_k\big[(2A-B)_{ik}(a)\,t_{kj}(c)-A_{ik}(a)\,t_{jk}(c)\big],\quad V_{ij}(a)=\sum_kB_{ik}(a)\,t_{jk}(c),$$
$$R_{ij}(a)=U_{ij}(a)+U_{ji}(b)-V_{ij}(b)-V_{ji}(a).$$

Suppose that $t$ falls as $p^{-4}$, and check that (8) reproduces this.

- The driving term tends to $v(p)\propto p^{-2}$.
- In the particle-particle ladder, $\sum_ct_{ij}(c)$ converges, since $\int p^2dp\,p^{-4}$ does. Most of the sum comes from $c\ll a$, where $v(a-c)\simeq v(p)$. The region $c\sim p$ contributes of order $p^3\cdot p^{-2}\cdot p^{-4}=p^{-3}$, smaller by $1/p$. The ladder therefore tends to $v(p)\sum_ct_{ij}(c)$, the same order as the driving term.
- $W$, $S_i$ and $B$ stay finite and multiply amplitudes of order $p^{-4}$. $A$ and $T_a$ themselves decay. All remaining terms are thus $O(p^{-4})$, smaller than the driving term by $p^{-2}$.

Dividing by $D\simeq-\hbar^2p^2/m$,

$$t_{ij}(a)\to-\frac{4\pi}{\Omega a_0p^4}X_{ij},\qquad X_{ij}=1+\sum_ct_{ij}(c). \tag{9}$$

The power is that of MP2; the strength is multiplied by $X_{ij}$. The unperturbed pair contributes 1 and each excitation contributes its amplitude at zero separation, so $X_{ij}$ is the pair function at contact. Repulsion makes it smaller than 1 in the example below, and the kink shrinks in proportion.

## From the CCD tail to the CCD energy

Truncation removes high amplitudes from the energy and also changes the low ones. To find both effects, start from the complete-basis equations and eliminate the high amplitudes with (9). For low $a$,

$$\sum_{c\ \mathrm{high}}v(a-c)\,t_{ij}(c)\simeq\sum_{c\ \mathrm{high}}v(c)\,t_{ij}(c)=-\kappa X_{ij}. \tag{10}$$

This sum occurs in three places. The ladder gains $-\kappa X_{ij}$, $W_{ijk}$ gains $-\kappa X_{ij}$, and $S_i$ gains $-\kappa\sum_lX_{il}$, because $2v-v\to v$ at high momentum. Through $E=\sum_iS_i$ the energy gains the explicit term $-\kappa\sum_{ij}X_{ij}$. In $T_a$ and $R$ high amplitudes enter only when $a$ or $b$ lies near the cutoff.

The approximation (10) fails for $a\sim k_c$. There the residual is wrong by an amount of order $k_c^{-3}$. The energy responds to a residual at $a$ with weight $v(a)/D\sim a^{-4}$ at lowest order, and there are of order $k_c^3$ such states. The resulting energy is of order $k_c^{-4}$, or $M^{-4/3}$.

The finite-basis equations with these additions define an energy $E(\kappa)$ that approximates $E_\infty$, while $E(0)=E_M$. Assume that the CCD solution is isolated and that its linear response stays bounded as $M$ grows. Then $E(\kappa)$ is differentiable at zero, and with (3)

$$E_M-E_\infty=-\kappa\frac{dE}{d\kappa}\bigg|_0+O(M^{-4/3})=\frac{C}{M}+O(M^{-4/3}),\qquad C=-\frac{4E_h}{9\pi^2}\frac{dE}{d\kappa}\bigg|_0, \tag{11}$$

where $C$ takes the derivative in the limit of large $M$. Setting $X_{ij}=1$ and freezing the low amplitudes gives $-dE/d\kappa=N^2/4$ and returns (4). If CCD approaches a singular point, where its response diverges, the argument fails.

Two electrons with $i=j=0$ show what the derivative contains. Let $\psi$ have component 1 on the reference and $t(a)$ on the excited pairs. The additions turn the pair Hamiltonian $H$ into $H-\kappa|s\rangle\langle s|$, where every component of $s$ is 1: the reference row gives $-\kappa X$ in the energy, and each excited row gives $-\kappa X$ in the residual. The first-order change of an eigenvalue then gives

$$-\frac{dE}{d\kappa}=\frac{|\langle s|\psi\rangle|^2}{\langle\psi|\psi\rangle}=\frac{X^2}{\langle\psi|\psi\rangle}.$$

The explicit energy term supplies one factor $X$; relaxation of the low amplitudes supplies the remaining factor $X/\langle\psi|\psi\rangle$. Numerically, for two electrons at $r_s=1$ (in units of $a_0$) and $M=257$, differentiating the CCD energy and diagonalizing $H$ both give 0.6536.

## Comparison for fourteen electrons

Take $N=14$ and $r_s=1$ in units of $a_0$. The volume is $58.64\,a_0^3$ and the momentum unit is $2\pi/L=1.617\,a_0^{-1}$. The occupied states are $k=0$ and its six neighbours. Over the 49 pairs, $\langle|P|\rangle=1.182$ and $\langle r^2\rangle=0.429$ in this unit. The MP2 coefficient is

$$\frac{14^2}{9\pi^2}E_h=2.207\,E_h=60.0\ \text{eV}.$$

**MP2.** Direct sums at $M=33401$ and $M=195269$ differ by $5.784\times10^{-5}\,E_h$, which is 1.007 times the prediction of (7). At $r_s=4$ the ratio is 1.006, in agreement with a density-independent coefficient. The same-spin part of the difference is $1.14\times10^{-7}\,E_h$, within 6% of (5).

At $M=2109$ the cutoff is $k_c=(3M/4\pi)^{1/3}=7.96$ momentum units. Equation (7) then predicts $M(E_M-E_\infty)=2.207\,(1+0.111)=2.45\,E_h$; the computed value is $2.55\,E_h$.

**CCD.** The errors below refer to an MP2 limit of $-0.68486\,E_h$ and a CCD limit of $-0.51391\,E_h$. The CCD limit is the $M=2109$ energy after adding the contact terms with $\kappa_{ij}$ from (6), so the last CCD entry is the contact correction itself and not an independent check. The corrected energy still moves by $2.7\times10^{-5}\,E_h$ between $M=925$ and 2109; a shift of this size in the limit changes the last CCD entry by about $0.06\,E_h$. This drift does not bound the error of the limit. The contact terms use the finite-basis $X$, which is too large (see below), (6) omits its second-order terms, and (10) fails near the cutoff. These biases have not been separated, so the last digit of the CCD limit is uncertain. Plain CCD energies in bases up to $M=33401$ extrapolate to $-0.51390\,E_h$, about $6\times10^{-6}\,E_h$ higher, which would make the last CCD entry $1.34\,E_h$.

| $M$ | $M\times$ MP2 error ($E_h$) | $M\times$ CCD error ($E_h$) |
|---:|---:|---:|
| 257 | 3.18 | 1.83 |
| 515 | 2.91 | 1.60 |
| 925 | 2.72 | 1.46 |
| 2109 | 2.55 | 1.35 |

A comparison that needs no assumed limit uses energy differences. From $M=515$ to 2109 the plain CCD energy falls by $2.47\times10^{-3}\,E_h$. With the contact terms the change is $0.15\times10^{-3}\,E_h$, or 6% of that. From $M=925$ the remaining fraction is 3%. The derived terms thus account for most of the observed basis dependence.

Fitting one power $M^{-s}$ to the plain CCD energies at $M=257$, 925 and 2109 gives $s=1.21$. This is an effective exponent over a finite range; the falling columns of the table show the same excess over $1/M$. The exponent 1 belongs to the limit.

For the pair with both electrons at $k=0$, the $M=2109$ calculation gives $X=0.773$. The amplitudes at momenta between 5 and 6 units have a mean tail factor $-t\,\Omega a_0p^4/4\pi$ of 0.759, against the asymptotic value 1 in MP2. This lies within 2% of the finite-basis $X$. Since that $X$ is itself about 5% too high (see below), the comparison confirms (9) to a few per cent only.

The response at $M=2109$ gives $C\simeq1.21\,E_h=33$ eV, or 0.55 of the MP2 coefficient. This is still a finite-basis value, because $X$ lacks its own tail:

$$\sum_{p>k_c}t=-\frac{4\pi X}{\Omega a_0}\frac{\Omega}{2\pi^2}\int_{k_c}^\infty\frac{dp}{p^2}=-\frac{2X}{\pi a_0k_c}.$$

With $a_0k_c=7.96\times1.617=12.9$ this lowers $X$ by about 5%. If $C$ scales roughly as $X^2$, its limit is about a tenth lower, near $1.1\,E_h$; larger bases bear this out, with $C=1.17$, $1.15$ and $1.14\,E_h$ at $M=7153$, 17077 and 33401 and an extrapolated value of about $1.09\,E_h$. The same expression shows that CCD needs $a_0k_c\gg1$ as well as a cutoff far above the Fermi momentum, so a dilute gas reaches its asymptotic law at larger $M$.

**Consequences for extrapolation.** If the large-$M$ value of $C$ is near $1.1\,E_h$, the leading term reaches 1 meV per electron at $M\simeq2100$; the finite-basis value $C=1.21\,E_h$ gives $M\simeq2400$. Using the full $M\times$ error of $1.35\,E_h$ instead raises this to about 2600.

A two-point $1/M$ extrapolation of MP2 from $M=925$ and 2109 gives

$$-0.683647-0.001730\times\frac{925}{2109-925}=-0.68500\,E_h .$$

This lies $1.4\times10^{-4}\,E_h$ below the MP2 limit, whereas the unextrapolated energy at $M=2109$ lies $1.21\times10^{-3}\,E_h$ above it. Extrapolation removes most of the error and overshoots slightly, because the error still falls faster than $1/M$ at these sizes.

## Computed results

```
electrons N = 14, r_s = 1.0 bohr
box volume = 58.6431 bohr^3, 2pi/L = 1.6172 1/bohr
mean pair momentum |P| = 1.1825 (2pi/L)
mean r^2 = 0.4286 (2pi/L)^2
MP2 coefficient N^2/(9 pi^2) = 2.2066 hartree = 60.04 eV
MP2 r_s=4.0: E(M=4169)-E(M=195269) = 5.7808e-04 hartree, sum/law = 1.0237
MP2 r_s=4.0: E(M=33401)-E(M=195269) = 5.7770e-05 hartree, sum/law = 1.0062
  same-spin part from M=33401: 1.138e-07 hartree, sum/law = 1.058
MP2 r_s=1.0: E(M=4169)-E(M=195269) = 5.8063e-04 hartree, sum/law = 1.0282
MP2 r_s=1.0: E(M=33401)-E(M=195269) = 5.7840e-05 hartree, sum/law = 1.0074
  same-spin part from M=33401: 1.139e-07 hartree, sum/law = 1.059
M=33: CCD = -0.3926966, pyscf CCSD = -0.3926966 hartree
two electrons, M=257: CCD = -0.0193662, exact = -0.0193662 hartree
two electrons: -dE/dkappa = 0.65360, X^2/<psi|psi> = 0.65360
MP2 limit = -0.684858 hartree
CCD limit (contact-corrected, M=2109) = -0.51391 hartree
M=257: E_MP2 = -0.672477, E_CCD = -0.506781, corrected CCD = -0.513249 hartree
  M*error: MP2 3.182, CCD 1.832 hartree
M=515: E_MP2 = -0.679214, E_CCD = -0.510800, corrected CCD = -0.513762 hartree
  M*error: MP2 2.907, CCD 1.602 hartree
M=925: E_MP2 = -0.681917, E_CCD = -0.512327, corrected CCD = -0.513883 hartree
  M*error: MP2 2.720, CCD 1.464 hartree
M=2109: E_MP2 = -0.683647, E_CCD = -0.513270, corrected CCD = -0.513910 hartree
  M*error: MP2 2.554, CCD 1.350 hartree
M=515 to 2109: fraction of CCD change left after correction = 0.060
M=925 to 2109: fraction of CCD change left after correction = 0.028
CCD error falls as M^(-s), three-point s = 1.210
zero-momentum pair: X = 0.7734, tail factor = 0.7586 (MP2 tail: 1)
mean X over pairs = 0.7498
CCD coefficient C = 1.2132 hartree = 33.01 eV
C_CCD / C_MP2 = 0.5498
M for 1 meV per electron, leading CCD term = 2358
```
